# Floating potential of a small dust grain in argon plasma

## Problem

A conducting sphere of radius \(a\) floats in a plasma of electrons and singly charged argon ions. Far from the grain both species have density \(n\), no drift, and Maxwellian velocities at the same temperature \(T\), given as an energy. The grain absorbs every particle that reaches it and emits none.

Assume that \(a\) is much smaller than the Debye length \(\lambda\), that ions cross the region around the grain without collisions, and that other grains are too few to matter. Use atomic units in the algebra, \(e=m_e=4\pi\varepsilon_0=1\), and write the surface potential as \(\phi=-xT\).

1. Which particles are collected?
2. What are the electron and ion collection rates?
3. What is \(x\) in the steady state?
4. For \(a=100\) nm, \(T=0.30\) eV and \(n=10^{12}\ \mathrm{cm^{-3}}\), find the potential and charge, and judge the assumptions.

## Hints

- Combine energy and angular momentum conservation. An incoming particle must have a real radial velocity all the way to \(r=a\).
- Average speed times cross section, using energy as the integration variable.
- The Lambert function \(W(z)\) is defined by \(We^W=z\).

## Solution

### 1. Collected orbits

Since \(a\ll\lambda\), take the field near the grain as Coulombic. The potential energy is \(U=-xTa/r\) for an ion and \(U=+xTa/r\) for an electron.

A particle with speed \(v\) and impact parameter \(b\) far away has \(E=mv^2/2\) and angular momentum \(L=mvb\), so \(L^2=2mEb^2\). Energy conservation reads

\[
\frac{m v_r^2}{2}=E-U(r)-\frac{Eb^2}{r^2}.
\]

The left side cannot be negative, so the particle can be at \(r\) only if

\[
b^2\le B(r)=r^2\left(1-\frac{U(r)}{E}\right).
\]

It reaches the grain if \(b^2\) is below the minimum of \(B\) over \(r\ge a\).

For ions, \(B=r^2+xTar/E\) increases with \(r\), so the minimum is at \(r=a\). For electrons, \(B=r^2-xTar/E\) and \(B'=2r-xTa/E\). If \(E>xT\), then \(B'>2a-a>0\), and the minimum is again at \(r=a\). If \(E<xT\), then \(B(a)<0\) and the electron is repelled. Hence

\[
\sigma_i=\pi a^2\left(1+\frac{xT}{E}\right),\qquad
\sigma_e=\pi a^2\left(1-\frac{xT}{E}\right)\ \text{for }E>xT,
\]

with \(\sigma_e=0\) otherwise. This is the orbital-motion-limited (OML) model: the limit is set by orbits that graze the surface.

### 2. Collection rates

The Maxwellian speed distribution gives the rate

\[
I=4\pi n\left(\frac{m}{2\pi T}\right)^{3/2}\int_0^\infty \sigma v^3e^{-mv^2/2T}\,dv .
\]

With \(v^2=2E/m\) and \(v\,dv=dE/m\), we have \(v^3dv=2E\,dE/m^2\). Setting \(\epsilon=E/T\) and collecting the constants gives

\[
I=n\bar v\int_0^\infty\sigma\,\epsilon e^{-\epsilon}\,d\epsilon,
\qquad \bar v=\sqrt{\frac{8T}{\pi m}} .
\]

The two integrals are

\[
I_i=\pi a^2n\bar v_i\int_0^\infty(\epsilon+x)e^{-\epsilon}d\epsilon
=\pi a^2n\bar v_i(1+x),
\]

\[
I_e=\pi a^2n\bar v_e\int_x^\infty(\epsilon-x)e^{-\epsilon}d\epsilon
=\pi a^2n\bar v_e e^{-x}.
\]

Repulsion cuts the electron rate exponentially, while attraction raises the ion rate linearly.

### 3. Current balance

In the steady state \(I_e=I_i\). Density and radius cancel, and \(\bar v_e/\bar v_i=\sqrt M\) with \(M=m_i/m_e\):

\[
\sqrt M\,e^{-x}=1+x .
\]

At \(x=0\) the left side is larger, because \(M>1\). It then falls while the right side rises, so there is one positive root. A positive grain is impossible here: the roles of the species would swap, giving \(\sqrt M(1+|x|)=e^{-|x|}\), whose left side exceeds 1 and whose right side does not.

Multiplying the balance by \(e^{1+x}\) gives

\[
(1+x)e^{1+x}=e\sqrt M,\qquad\text{so}\qquad x=W(e\sqrt M)-1,
\]

where \(e\) is the base of natural logarithms and \(W\) the principal branch.

For argon, \(M=72820\) and \(\sqrt M=269.85\). Trying \(x=4\) gives 4.942 on the left and 5.000 on the right. The difference, \(-0.058\), has slope \(-4.942-1=-5.942\), so one Newton step lowers \(x\) by 0.01:

\[
x=3.99,\qquad e\phi\simeq-4T\quad\text{(ordinary units)}.
\]

The logarithm of the balance, \(x+\ln(1+x)=\ln\sqrt M\), shows how firm this value is. If some effect multiplies the ratio of electron to ion current by \(g\), then to first order in \(\ln g\)

\[
\delta x\left(1+\frac1{1+x}\right)=\ln g,\qquad
\delta x=\frac{1+x}{2+x}\ln g\simeq0.83\ln g .
\]

The ion mass matters in the same logarithmic way. Protons at equal temperatures would give \(x=2.50\), so the value four belongs to argon.

### 4. The 100 nm grain

The potential is \(-3.99\times0.30=-1.20\) V. An isolated sphere with \(Z\) excess electrons has \(\phi=-Z/a\), so \(Z=xaT=x/s\), where \(s=1/(aT)\) is the change of \(x\) per electron. In ordinary units \(s=e^2/(4\pi\varepsilon_0aT)=0.048\), and

\[
Z=\frac{3.99}{0.048}\simeq83 .
\]

With \(\bar v_i=1358\) m/s, the ion rate \(\pi a^2n\bar v_i(1+x)\) is \(2.1\times10^8\ \mathrm{s^{-1}}\), and the electron rate equals it.

**Screening.** Linearized screening by both species gives \(\lambda=\sqrt{T/(8\pi n)}=2879\) nm, so \(a/\lambda=0.035\). A screened field falls faster than \(1/r\), and for slow ions \(B(r)\) can then have a lower minimum outside the grain, which turns them back. I took \(U=-xT(a/r)e^{-(r-a)/\lambda}\), minimized \(B\) on a radial grid and integrated over energy. At fixed \(x\), the ion current lost is a fraction \(3\times10^{-5}\). For \(a=\lambda\) it is 8%, and the OML rate is no longer accurate. Screening also raises the charge at a given potential, by a factor of about \(1+a/\lambda\); here \(Z\) goes from 83 to about 86.

**Image force.** A charge \(q\) at distance \(r\) from a conducting sphere of charge \(Q\) sees an image \(-qa/r\) at radius \(a^2/r\) and a charge \(Q+qa/r\) at the centre. The force is

\[
F=\frac{qQ}{r^2}+\frac{q^2a}{r^3}-\frac{q^2ar}{(r^2-a^2)^2}.
\]

Integrating it from \(r\) to infinity gives

\[
U=\frac{qQ}{r}+\frac{q^2a}{2}\left(\frac1{r^2}-\frac1{r^2-a^2}\right)
=\frac{qQ}{r}-\frac{q^2a^3}{2r^2(r^2-a^2)} .
\]

The second term attracts both species. For electrons it lowers the barrier, which acts through an exponential. The same numerical minimization, without screening, gives current gains at \(x=3.99\) of 1.64 for electrons and 1.105 for ions. The grain therefore becomes more negative. Solving the new balance gives \(x=4.33\), or \(-1.30\) V, a change of 9% relative to the OML value. With ten times the radius and screening still ignored, \(x=4.10\). The OML value thus needs \(e^2/(4\pi\varepsilon_0T)\ll a\ll\lambda\), and the lower condition is the less well satisfied one here.

**Collisions.** At a gas pressure of 0.15 Torr and the same temperature, a rough charge-exchange cross section of 100 Å\(^2\) gives an ion mean free path \(\ell=2.4\) mm, far above \(\lambda\). Still, an exchange near the grain can leave a slow ion bound to it. Let \(u=|U|/T\) in the screened field. Unbound ions there have density times mean speed \(n\bar v_i\int_0^\infty(\epsilon+u)e^{-\epsilon}d\epsilon=n\bar v_i(1+u)\). A new ion is bound with the probability \(p(u)\) that a Maxwellian kinetic energy is below \(uT\). If every bound ion is eventually collected, the added fraction of the ion current is

\[
f=\frac{4}{\ell a^2(1+x)}\int_a^\infty r^2(1+u)\,p(u)\,dr .
\]

Numerical integration gives about 1.6%, which would lower \(x\) to 3.98. Counting every bound ion overestimates the effect. About 95% of these ions are born where \(u<1\), and most of them are set free again by a later exchange. When they are followed through repeated collisions in the same screened field, only about a quarter reach the grain. The added current is then near 0.4%, and \(x\) stays at 3.99. The estimate remains rough: it neglects the motion of the gas atoms in the collision rate. It also leaves out Coulomb collisions between ions, whose mean free path here is of the same order, about 4 mm.

**Drift.** In a flowing plasma, ions may pass the grain at, say, 800 m/s. Averaging \(v\sigma_i=\pi a^2(v+2xT/m_iv)\) numerically over a shifted Maxwellian gives \(x=4.06\). The attraction term contains \(1/v\), whose mean falls when the ions drift. Here this outweighs the rise in the mean of \(v\) in the first term, so the ion current drops.

**Emission.** The model also needs a grain that stays cool enough. For a work function of 4.5 eV, thermionic emission would reach 10% of the ion current at a grain temperature of about 2000 K. This is below the gas temperature assumed here, so the grain must lose heat well enough, for example by radiation, to stay clearly colder. Emission caused by light or by particle impact is not estimated here.

**Other grains.** If grains hold 1% of the negative charge, their density is \(0.01n/Z=1.2\times10^8\ \mathrm{cm^{-3}}\), and the missing electrons lower \(x\) to 3.98.

**The real case.** The parameters are rough typical values for a remote expanding thermal argon plasma used in film deposition, where electron and heavy-particle temperatures can be similar. The corrections above were found one at a time and should not be read as a complete sheath calculation. Ordinary low-pressure radio-frequency discharges break the assumption of equal temperatures: their ions are much colder than their electrons. The first variation shows the effect of colder ions in the collisionless model alone. In real discharges of this kind, charge exchange near the grain can add substantially to the ion current and lower \(x\) further, even when the mean free path is much longer than the Debye length.

## Variation 1: colder ions

Let \(T_i=tT_e\) and \(\phi=-xT_e\). The well depth in units of \(T_i\) is now \(x/t\), and \(\bar v_i\) gains a factor \(\sqrt t\):

\[
\sqrt M e^{-x}=\sqrt t\left(1+\frac xt\right)=\frac{x+t}{\sqrt t}.
\]

Multiplying by \(\sqrt t\,e^{x+t}\) gives \((x+t)e^{x+t}=\sqrt{Mt}\,e^t\), hence

\[
x=W\!\left(\sqrt{Mt}\,e^t\right)-t .
\]

For argon, \(x=3.24\) at \(t=0.1\) and \(x=2.41\) at \(t=0.01\). Slow ions are deflected more easily, so their collection rate rises and less negative charge is needed. The limit \(t\to0\) cannot be trusted in this formula. At fixed \(x\) the ion rate would grow without bound as \(1/\sqrt t\), so the formula sends \(x\) to zero; but the ions' Debye length shrinks as well, and the condition \(a\ll\lambda\) fails. For the 100 nm grain above, with \(T_e=0.30\) eV and the same density, \(a/\lambda\) is already 0.25 at \(t=0.01\). In the linearly screened potential used above, the barrier then removes about 19% of the ion current and \(x\) becomes about 2.57 instead of 2.41; at \(t=0.1\) the loss is only 0.2%.

## Variation 2: charge fluctuations

The charge changes in single steps. Let \(P(Z)\) be its stationary probability. Upward steps from \(Z\) must balance downward steps from \(Z+1\), so

\[
\ln\frac{P(Z+1)}{P(Z)}=\ln\sqrt M-sZ-\ln[1+s(Z+1)] .
\]

Near the maximum, the slope of this expression in \(Z\) is \(-s-s/(1+x)\). For a Gaussian of variance \(\sigma_Z^2\) the slope is \(-1/\sigma_Z^2\), so

\[
\sigma_Z^2=\frac{1+x}{s(2+x)}=\frac{4.99}{0.048\times5.99}\simeq17.4,\qquad \sigma_Z\simeq4.2 .
\]

Summing the full distribution gives the same width and a mean of 83.5. These values use the OML rates; with the image force of section 4 the mean moves to about 91 and the width to 4.3. The potential thus fluctuates by \(s\sigma_Z=0.20\) in units of \(T\), about 5% of its mean. Since \(s\propto1/a\), this relative fluctuation falls as \(1/\sqrt a\) at fixed temperature.
